# The anneal-time window for type-B grain-boundary diffusion

**A boundary that is already full**

Take one flat grain boundary in an infinite crystal free of tracer, and hold the tracer concentration in the boundary at 1, in units of the surface value. The tracer then leaks sideways into the lattice with the bulk diffusivity $D$. At a distance $x$ from the boundary face the concentration after time $t$ is

$$c=\operatorname{erfc}\!\left(\frac{x}{2\ell}\right),\qquad \ell=\sqrt{Dt}.$$

Substituting $x=2\ell u$ and using $\int_0^\infty\operatorname{erfc}u\,du=1/\sqrt\pi$, each side holds $2\ell/\sqrt\pi$ per unit boundary area. The two sides together hold $4\ell/\sqrt\pi=2.26\,\ell$, while the boundary itself, of width $\delta$, holds $\delta$.

Three regimes follow from comparing $\ell$ with two fixed lengths, $\delta$ and the grain size $d$:

- $\ell\ll\delta$: the tracer stays in the boundary (type C).
- $\delta\ll\ell\ll d$: most of the tracer has leaked out, but each boundary leaks as if it were alone (type B).
- $\ell\gg d$: the leakage fields have merged and the grains are filled across their width (type A).

**The estimate**

The crossovers are gradual, so "much less than" needs a convention. I take

$$\alpha\equiv\frac{\delta}{2\ell}\le 0.1,\qquad \frac{d}{\ell}\ge 10 .$$

The first condition says $\ell\ge5\delta$ and the second $\ell\le d/10$. Squaring both and dividing by $D$ gives

$$\boxed{\frac{25\,\delta^2}{D}\le t\le\frac{d^2}{100\,D}}$$

For $\delta=0.5$ nm, $d=10$ µm and $D=10^{-19}$ m²/s,

$$t_{\min}=\frac{25\,(5\times10^{-10})^2}{10^{-19}}\ \text{s}=62.5\ \text{s},\qquad t_{\max}=\frac{(10^{-5})^2}{100\times10^{-19}}\ \text{s}=10^7\ \text{s}.$$

The window runs from about **one minute to four months**. The ratio of its ends is $(d/50\delta)^2=400^2=1.6\times10^5$, and it closes when $d=50\delta=25$ nm.

The boundary diffusivity $D_b=10^{-13}$ m²/s is absent from these limits. It sets how deep the tracer goes. In a boundary of width $\delta$, the gain from transport along the depth $z$ is of order $\delta D_b c/L_B^2$, and the loss through two faces is of order $2Dc/\ell$. Equating them gives

$$L_B^2=\frac{\delta D_b\,\ell}{2D}=\beta\,\ell^2,\qquad \beta=\frac{\delta D_b}{2D\ell}.$$

Fast boundary transport stands clear of lattice diffusion when $L_B\gg\ell$, that is, when $\beta\gg1$; I take $\beta>10$ as the margin. Here $\beta$ falls from $10^5$ at $t_{\min}$ to 250 at $t_{\max}$ and would reach 10 at $6\times10^9$ s, so this margin is met throughout the window. It is a loose margin for uptake, which departs from the type-B law at order $1/\sqrt\beta$, as shown below.

**The controlled derivation**

Consider parallel, stationary boundaries with spacing $d$, perpendicular to a surface held at concentration 1 from $t=0$. The crystal is deep and initially empty. Without segregation the concentration is continuous at the boundary face. The boundary is thin and fast enough for its concentration $c_b(z,t)$ to be uniform across its width. Lattice diffusion along $z$ is neglected for now.

Let $x$ run from the boundary face into the grain, whose mid-plane lies at $h=(d-\delta)/2$. Then

$$\frac{\partial c_b}{\partial t}=D_b\frac{\partial^2c_b}{\partial z^2}+\frac{2D}{\delta}\left.\frac{\partial c}{\partial x}\right|_{x=0},\qquad \frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}.$$

The leakage term is negative, because $c$ falls away from the boundary. The factor 2 counts the two faces, and $1/\delta$ spreads the loss over the boundary width.

A Laplace transform in time (variable $p$, transforms marked by hats) turns the grain equation into $p\hat c=D\hat c''$. By symmetry no flux crosses the mid-plane, so

$$\hat c=\hat c_b\,\frac{\cosh[q(h-x)]}{\cosh qh},\qquad q=\sqrt{p/D}.$$

Its slope at $x=0$ is $-q\tanh(qh)\,\hat c_b$. Inserting this in the boundary equation, with $Dq=\sqrt{pD}$, gives

$$\hat c_b''=\kappa^2\hat c_b,\qquad \kappa^2=\frac1{D_b}\left[p+\frac{2\sqrt{pD}}{\delta}\tanh(qh)\right].$$

The surface value 1 has the transform $1/p$, so the solution that decays with depth is $\hat c_b=e^{-\kappa z}/p$.

To see the size of each term, set $s=pt$ and multiply $\kappa^2$ by $L_B^2=(\delta D_b/2)\sqrt{t/D}$. With $h\simeq d/2$,

$$\kappa^2L_B^2=\alpha s+\sqrt s\,\tanh\!\left(\frac{d}{2\ell}\sqrt s\right).$$

The first term is storage in the boundary and the second is leakage. The two ratios used in the estimate, $\alpha$ and $d/\ell$, are the only parameters left.

*Uptake in the three regimes.* The flux entering the mouth of one boundary, per unit length, is $-\delta D_b\,\partial c_b/\partial z$ at $z=0$, with transform $\delta D_b\kappa/p$. Integration over time divides by $p$ again, so the uptake is $\hat M=\delta D_b\kappa/p^2$. The inversions below use the fact that $p^{-\nu}$ is the transform of $t^{\nu-1}/\Gamma(\nu)$.

- Type C keeps storage alone: $\kappa^2=p/D_b$, so $\hat M=\delta\sqrt{D_b}\,p^{-3/2}$ and $M=2\delta\sqrt{D_bt/\pi}$.
- Type B keeps free leakage, $\tanh\to1$: $\kappa^2=2\sqrt{pD}/(\delta D_b)$, so $\hat M=\sqrt{2\delta D_b}\,D^{1/4}p^{-7/4}$ and
$$M_B=\frac{\sqrt{2\delta D_b}\,D^{1/4}t^{3/4}}{\Gamma(7/4)}=\frac{2\ell L_B}{\Gamma(7/4)}.$$
- Type A has $\tanh(qh)\to qh$: $\kappa^2=p(1+2h/\delta)/D_b=pd/(\delta D_b)$, so $M=2\sqrt{d\,\delta D_bt/\pi}$.

The second form of $M_B$ describes a leakage strip of width about $2\ell$ and depth about $L_B$. For this uptake through the boundary mouth, the exponent of time is 1/2, then 3/4, then 1/2 again, and the value 3/4 marks type B. The total tracer content also includes direct entry through the grain surface and need not show this exponent.

*Error at the lower limit.* With storage kept and $\tanh=1$,

$$\kappa^2=\frac{2\sqrt{pD}}{\delta D_b}\left(1+\frac{\delta}{2}\sqrt{\frac pD}\right).$$

The square root of the bracket is $1+\frac{\delta}{4}\sqrt{p/D}$ to first order. The correction therefore multiplies $p^{-7/4}$ by $p^{1/2}$, giving $p^{-5/4}$, which inverts to $t^{1/4}/\Gamma(5/4)$. Dividing by $t^{3/4}/\Gamma(7/4)$ and using $\delta/(4\sqrt{Dt})=\alpha/2$,

$$\frac{M}{M_B}\simeq1+\frac{\alpha}{2}\,\frac{\Gamma(7/4)}{\Gamma(5/4)}.$$

At $\alpha=0.1$ the excess is 5.1%. The convention $\alpha\le0.1$ thus amounts to a 5% tolerance on uptake.

*Error at the upper limit.* For large $y=qh$, $\tanh y\simeq1-2e^{-2y}$ and its square root is $1-e^{-2y}$, where $2y\simeq d\sqrt{p/D}$. The lost uptake has the transform of $M_B$ multiplied by $e^{-d\sqrt{p/D}}$. That factor is the transform of a positive function of time whose integral from 0 to $t$ is $\operatorname{erfc}(d/2\ell)$. The lost uptake is the convolution of this function with $M_B$. Since $M_B$ grows with time, it can be replaced under the integral by its final value, which gives, at this order,

$$\frac{M_B-M}{M_B}\le\operatorname{erfc}\!\left(\frac{d}{2\ell}\right)\le e^{-d^2/4\ell^2}.$$

At $d/\ell=10$ the right side is $e^{-25}$. For parallel boundaries overlap is negligible there, so as a guard against overlap the upper limit is far stricter than the lower one. Boundaries that meet at junctions overlap sooner, as the last section shows.

**Comparing the estimate with the solution**

Numerical inversion of the full transform can be set beside a direct finite-volume solution of the two diffusion equations. Both columns give uptake relative to $M_B$, still without lattice diffusion along $z$:

| Time | Inversion | Finite volumes |
|---|---|---|
| 62.5 s | 1.050 | 1.049 |
| $10^7$ s | 1.000 | 0.999 |
| $10^9$ s ($\ell=d$) | 0.717 | 0.717 |

In this model the uptake exponent is 0.727 at the lower limit and 0.750 at the upper one. With lattice diffusion along $z$ and entry through the surface restored, the three ratios become 1.048, 0.964 and 0.687, and the exponent at the upper limit is 0.741.

Overlap alone lowers the uptake by 5% at $2.1\times10^8$ s, or 6.6 years, where $d/\ell=2.2$; equivalently, at $10^7$ s it costs 5% for parallel boundaries 2.2 µm apart. Surface entry acts sooner: with it included the 5% loss is reached at $3.8\times10^7$ s, so for parallel boundaries a 5% tolerance at both ends gives a window from one minute to about 1.2 years. This spare margin does not carry over to grains whose boundaries meet.

At the short end the deep tail of the depth profile is more sensitive than uptake, though the profile near $L_B$ is less so. Storage lowers $c_b$ at 62.5 s by 2.6% at $z=L_B$ and by 14% at $3L_B$, relative to the type-B profile. An analysis that relies on the deep tail should start later than one minute.

The neglected lattice diffusion along $z$ matters in two ways. Within the grain, its ratio to sideways diffusion is of order $\ell^2/L_B^2=1/\beta$. Direct entry through the surface also fills a layer of depth $\ell$ and suppresses leakage there. Tracer saved at depth $z$ raises the deeper concentration in proportion to $z$, because the surface value is fixed, so its effect on $c_b$ near $L_B$ is of order $\int_0^\ell z\,dz/L_B^2\sim1/\beta$ as well. In the two-dimensional solution the two together raise $c_b$ at $L_B$ by 0.3% at $10^7$ s. When $D_b$ is lowered until $\beta=10$, with everything else fixed, the change is 7%. The uptake through the mouth is affected more strongly, because leakage is suppressed over a depth $\ell$ out of $L_B$: it falls by about $0.58/\sqrt\beta$ at large $\beta$, which is 3.6% at $10^7$ s, and by 17% at $\beta=10$.

Total tracer content is a poorer indicator of type B than a depth profile. Direct entry adds about $2d\ell/\sqrt\pi$ per boundary, which is $\Gamma(7/4)\,d/(\sqrt\pi L_B)\simeq0.52\,d/L_B$ times $M_B$. With $L_B=0.79$ µm at the lower limit this is 6.6 times the boundary uptake; with $L_B=15.8$ µm at the upper limit it is one third. The net addition there is smaller, about 26%, because direct entry and boundary leakage fill some of the same crystal near the surface.

**What a real polycrystal changes**

The given diffusivities are of the order expected for self-diffusion in bcc iron, where a tracer of the same element makes the absence of segregation natural. A bulk value of $10^{-19}$ m²/s belongs to roughly 900 K. The numerical output uses 800 K for its side estimates, which is low for this $D$. With a rough activation energy of 3 eV, a furnace 10 K too hot raises $D$ by a factor 1.7 at 800 K, or about 1.5 at 900 K, and shortens both limits by that factor. Below the Curie point the Arrhenius plot of iron is curved and its local slope is steeper, roughly 3.5 eV near 900 K, so the real factor there is somewhat larger, between about 1.6 and 1.7. Dislocations also speed up transport inside the grains. For an assumed $10^{12}$ m⁻² of pipes with radius 0.5 nm and diffusivity $D_b$, their area fraction times $D_b$ adds $0.8D$. If this simply added to $D$, the upper limit would drop from 116 to about 65 days. That averaging is doubtful here, since the pipes are about 1 µm apart, no closer than $\ell$ at the upper limit.

The assumption most at risk is that the boundaries stand still. A boundary moving at speed $v$ leaves tracer in the crystal it sweeps. For a boundary held at concentration 1, the computed content of the lattice rises from $2.26\,\ell$ at rest to $2.44\,\ell$ when $vt=\ell$, and to $10.2\,\ell$ when $vt=10\,\ell$, where the swept length dominates. At $vt=\ell$ the uptake is 3.5% above the type-B law and $c_b$ at $3L_B$ is 11% below it. Type B therefore needs $v$ no larger than about $\ell/t=\sqrt{D/t}$, and well below it if the deep tail is used; this speed is $10^{-4}$ nm/s at $10^7$ s.

Capillarity can drive boundaries much faster. Suppose atoms cross the boundary as easily as they move along it. The crossing speed is then of order $D_b/\delta$, biased by the driving pressure $P$ times the atomic volume $\Omega$ over $k_BT$:

$$v\sim\frac{D_b}{\delta}\,\frac{P\,\Omega}{k_BT},\qquad P\sim\frac{4\gamma}{d}.$$

A rough boundary energy $\gamma=0.8$ J/m² gives $P=0.32$ MPa. With $\Omega$ equal to half the cube of a 0.29 nm lattice parameter, $v$ is about 70 nm/s at 800 K and 11% less at 900 K. This exceeds the permitted speed at $10^7$ s by nearly six orders of magnitude. By the lower limit of 62.5 s such a boundary would already have moved about 4 µm, against $\ell=2.5$ nm, so no type-B window would remain. This is an ideal-mobility estimate, not a measured speed. It warns that the window needs nearly stationary boundaries, for example ones pinned by particles or impurities, or a grain structure that has stopped evolving.

Two geometrical conditions remain. At the upper limit $L_B$ exceeds the grain size, so the tracer passes through boundary junctions and bends that the parallel model lacks. The depth profile then need not follow the parallel-boundary formula.

Junctions also change the upper limit, because the leakage fields of adjoining boundaries overlap near a junction at all times. Take square columnar grains of side $d$ with their boundaries held at concentration 1, and let $a=2.26\,\ell/d$ be the fraction of a grain that one pair of opposite faces would fill. While $\ell\ll d$, the two pairs together fill $1-(1-a)^2=2a-a^2$, which is less than the isolated-boundary value $2a$ by the fraction $a/2$. At $d/\ell=10$ this is 11%. Uptake varies roughly as the square root of the leakage, so it falls about 5% below the type-B law. For such grains the convention $d/\ell\ge10$ is therefore itself about a 5% tolerance, and the longer limit found for parallel boundaries does not apply; this 5% does not yet include the loss from surface entry. The sample must also be much thicker than $L_B$; at $10^7$ s, $3L_B$ is already 47 µm.

## Calculated quantities

```
boundary width = 0.50 nm
grain size = 10.0 um
bulk diffusivity = 1.0e-19 m2/s
boundary diffusivity = 1.0e-13 m2/s
lower time limit = 62.5 s = 1.04 min
upper time limit = 1.00e+07 s = 116 days
ratio of upper to lower limit = 1.60e+05
smallest grain size with a window = 25.0 nm
time where l = delta: 2.50 s
time where l = d: 1.00e+09 s
l at lower limit = 2.50 nm
l at upper limit = 1000 nm
L_B at lower limit = 0.79 um
L_B at upper limit = 15.8 um
beta at lower limit = 1.00e+05
beta at upper limit = 250
time where beta = 10: 6.25e+09 s
uptake exponent, far type C = 0.502
uptake exponent, lower limit = 0.727
uptake exponent, mid-window = 0.749
uptake exponent, upper limit = 0.750
uptake exponent, far type A = 0.500
mid-window time (geometric mean) = 2.50e+04 s
first-order storage excess, lower limit = 5.07 %
uptake / type-B law, lower limit: Laplace 1.0498, grid 1.0485
uptake / type-B law, upper limit: Laplace 1.0001, grid 0.9989
uptake / type-B law, l = d: Laplace 0.7173, grid 0.7165
storage change of c_b at 1 L_B, lower limit = -2.6 %
storage change of c_b at 3 L_B, lower limit = -14.1 %
time of 5 % uptake excess = 61.9 s
time of 5 % uptake loss = 2.07e+08 s = 6.6 years
grain size with 5 % loss at upper limit = 2.20 um
axial change of c_b at L_B, upper limit = 0.30 %
same change with beta set to 10 = 7.4 %
static-boundary leakage content = 2.257 l
leakage content with v t = 0.1 l: 2.258 l
leakage content with v t = 1.0 l: 2.440 l
leakage content with v t = 10.0 l: 10.200 l
rough iron temperature = 800 K
rough bulk activation energy = 3 eV
factor on D for +10 K = 1.71
assumed dislocation density = 1e+12 m-2
assumed pipe radius = 0.5 nm
dislocation addition to D, D_pipe = D_b: 0.79 D
rough boundary energy = 0.8 J/m2
rough lattice parameter = 0.29 nm
capillary pressure 4 gamma/d = 0.32 MPa
ideal unpinned boundary speed = 70.7 nm/s
speed with v t = l, lower limit = 4.0e-02 nm/s
speed with v t = l, upper limit = 1.0e-04 nm/s
ideal speed / that speed, upper limit = 7.1e+05
```
